**Two-point etch rate, initiation delay and the error of single-time averages**

For depths d₁ and d₂ at times t₁ and t₂, the program tests R = (d₂ − d₁)/(t₂ − t₁) and t₀ = t₁ − d₁/R, where R is the steady rate and t₀ the delay. It asserts that a time-stepped etch front passing through oxide and then silicon reproduces both depths, the relative error −t₀/t of the averages, and the overshoots at a 600 nm target. Random sampling tests the propagated reading errors, and quadrature tests the gradual-start law and its late-time intercept. A particle-exchange calculation tests the floor flux in a shallow trench, and numerical integration tests the trench depth law. The output gives R = 4.000 nm/s and t₀ = 15.00 s, with averages that are 25 % and 12.5 % too low. For the stated rough parameters, a gradual start changes the inferred rate by 0.54 %, trench slowing changes the initial rate by 3.0 %, and a 10 K rise in wafer temperature changes the rate by 5.3 %.

## Verification by program

```python
# Result under test: two etch depths d1, d2 at times t1, t2 give, for an etch
# that waits a time t0 and then runs at constant rate R,
#   R = (d2-d1)/(t2-t1),  t0 = t1 - d1/R,
# while the single-time average d/t has the relative error -t0/t.
# Units: nm, s, K, eV. The program also sizes effects left out of this model.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import k as k_joule, e as e_charge

t1, t2, d1, d2 = 60.0, 120.0, 180.0, 420.0
target = 600.0          # wanted depth, nm
oxide = 2.0             # native oxide thickness, nm (rough)
reading = 5.0           # standard error of one depth, nm (rough)
width = 1000.0          # trench width, nm
stick = 0.2             # reaction probability on the trench floor (rough)
T_cold, T_warm, E_act = 330.0, 340.0, 0.05


def two_point(ta, da, tb, db):
    rate = (db - da) / (tb - ta)
    return rate, ta - da / rate


R, t0 = two_point(t1, d1, t2, d2)
assert 0 < t0 < t1
oxide_rate = oxide / t0


def marched_depth(time, dt=1e-3):
    """Silicon depth from stepping the etch front through oxide, then silicon."""
    front = 0.0
    for _ in range(int(round(time / dt))):
        front += (oxide_rate if front < oxide else R) * dt
    return max(front - oxide, 0.0)


# One time step in silicon is 0.004 nm, which sets the tolerance.
m1, m2 = marched_depth(t1), marched_depth(t2)
assert abs(m1 - d1) < 0.01 and abs(m2 - d2) < 0.01
avg1, avg2 = d1 / t1, d2 / t2
err1, err2 = -t0 / t1, -t0 / t2
assert abs((m1 / t1) / R - 1 - err1) < 1e-4
assert abs((m2 / t2) / R - 1 - err2) < 1e-4
t_five = t0 / 0.05
assert abs(marched_depth(t_five) / t_five / R - 0.95) < 1e-4

# A run that ends inside the delay spoils the slope.
t_early = 10.0
bad_rate, _ = two_point(t_early, marched_depth(t_early), t1, d1)
assert bad_rate < 0.95 * R

# Etch times for the target depth, and overshoot when an average is used.
t_right = t0 + target / R
t_wrong1, t_wrong2 = target / avg1, target / avg2
over1 = R * t0 * (target / d1 - 1)
over2 = R * t0 * (target / d2 - 1)
assert abs(marched_depth(t_right) - target) < 0.01
assert abs(marched_depth(t_wrong1) - target - over1) < 0.01
assert abs(marched_depth(t_wrong2) - target - over2) < 0.01

# Propagation of reading errors, compared with random sampling.
s_R = np.sqrt(2) * reading / (t2 - t1)
s_t0 = reading * np.hypot(t1 - t0, t2 - t0) / (d2 - d1)
rng = np.random.default_rng(1)
sample_R, sample_t0 = two_point(t1, d1 + reading * rng.standard_normal(400000),
                                t2, d2 + reading * rng.standard_normal(400000))
assert abs(sample_R.std() / s_R - 1) < 0.01
assert abs(sample_t0.std() / s_t0 - 1) < 0.02   # sampling plus curvature


# Gradual onset: rate = R_g*(1-exp(-t/tau)).
def ramp_length(t, tau):
    return t - tau * (1 - np.exp(-t / tau))


tau = brentq(lambda x: ramp_length(t2, x) / ramp_length(t1, x) - d2 / d1, 5, 40)
R_g = d2 / ramp_length(t2, tau)


def ramp_rate(t):
    return R_g * (1 - np.exp(-t / tau))


assert abs(quad(ramp_rate, 0, t1)[0] - d1) < 1e-6
assert abs(quad(ramp_rate, 0, t2)[0] - d2) < 1e-6
deficit = quad(lambda t: 1 - ramp_rate(t) / R_g, 0, 40 * tau)[0]
late = [quad(ramp_rate, 0, n * tau)[0] for n in (20, 25)]
_, late_delay = two_point(20 * tau, late[0], 25 * tau, late[1])
assert abs(late_delay - deficit) < 1e-4 and abs(deficit - tau) < 1e-4

# Power law without any delay through the same two points.
power = np.log(d2 / d1) / np.log(t2 / t1)


def power_depth(t):
    return d1 * (t / t1) ** power


assert abs(power_depth(t2) - d2) < 1e-9
check_times = (30.0, 90.0)
line_d = [R * (t - t0) for t in check_times]
ramp_d = [R_g * ramp_length(t, tau) for t in check_times]
power_d = [power_depth(t) for t in check_times]
assert power_d[0] - line_d[0] > 2 * abs(power_d[1] - line_d[1])
assert ramp_d[0] - line_d[0] > 2 * abs(ramp_d[1] - line_d[1])


# Trench slowing when neutral supply limits the rate.
def floor_flux(aspect, s, n=40):
    """Mean floor flux / mouth flux: diffuse exchange between wall strips."""
    g = np.linspace(0, 1, n + 1)
    zero, one = np.zeros(n + 1), np.ones(n + 1)
    sides = [np.c_[g, zero], np.c_[g, -aspect * one],
             np.c_[zero, -aspect * g], np.c_[one, -aspect * g]]
    a = np.vstack([p[:-1] for p in sides])
    b = np.vstack([p[1:] for p in sides])

    def dist(p, q):
        return np.linalg.norm(p[:, None] - q[None], axis=2)

    exchange = 0.5 * np.abs(dist(a, a) + dist(b, b) - dist(a, b) - dist(b, a))
    np.fill_diagonal(exchange, 0)
    view = exchange / np.linalg.norm(b - a, axis=1)[:, None]
    assert np.allclose(view.sum(axis=1), 1, atol=1e-9)
    emitted = np.r_[np.ones(n), np.zeros(3 * n)]
    reflect = np.r_[np.zeros(n), (1 - s) * np.ones(n), np.ones(2 * n)]
    flux = np.linalg.solve(np.eye(4 * n) - view * reflect, view @ emitted)
    return flux[n:2 * n].mean()


aspect2 = d2 / width
flux_law = 1 / (1 + stick * aspect2 / 2)
flux_num = floor_flux(aspect2, stick)
# The slit transmission 1/(1+aspect/2) is itself approximate at the 1% level.
assert abs(flux_num - flux_law) < 0.004
assert abs(floor_flux(aspect2, 1.0) - 1 / (1 + aspect2 / 2)) < 0.012


def stretched(z):
    return z + stick * z**2 / (4 * width)


R_open, t0_trench = two_point(t1, stretched(d1), t2, stretched(d2))
path = solve_ivp(lambda t, z: R_open / (1 + stick * z / (2 * width)),
                 (t0_trench, t_right), [0.0], t_eval=[t1, t2, t_right],
                 rtol=1e-9, atol=1e-9)
assert np.allclose(path.y[0, :2], [d1, d2], atol=1e-4)
trench_target = path.y[0, 2]

# Wafer warming and the choice of depth zero.
k_eV = k_joule / e_charge
warming = np.exp(E_act / k_eV * (1 / T_cold - 1 / T_warm)) - 1
R_top, t0_top = two_point(t1, d1 - oxide, t2, d2 - oxide)
assert abs(R_top - R) < 1e-12

print(f"Data: {d1:.0f} nm at {t1:.0f} s, {d2:.0f} nm at {t2:.0f} s")
print(f"Steady rate: {R:.3f} nm/s = {60*R:.1f} nm/min")
print(f"Delay: {t0:.2f} s")
print(f"Marched depths: {m1:.2f} nm, {m2:.2f} nm")
print(f"Average at {t1:.0f} s: {avg1:.3f} nm/s, error {100*err1:.1f} %")
print(f"Average at {t2:.0f} s: {avg2:.3f} nm/s, error {100*err2:.1f} %")
print(f"Time for average error of 5 %: {t_five:.0f} s")
print(f"Slope from runs at {t_early:.0f} s and {t1:.0f} s: {bad_rate:.2f} nm/s")
print(f"Target depth: {target:.0f} nm, correct time {t_right:.1f} s")
print(f"Time from {t1:.0f} s average: {t_wrong1:.1f} s, overshoot {over1:.1f} nm")
print(f"Time from {t2:.0f} s average: {t_wrong2:.1f} s, overshoot {over2:.1f} nm")
print(f"Oxide: {oxide:.1f} nm, implied oxide rate {oxide_rate:.3f} nm/s")
print(f"Silicon/oxide rate ratio: {R/oxide_rate:.0f}")
print(f"Delay if depth is from oxide top: {t0_top:.2f} s")
print(f"Reading error per depth: {reading:.1f} nm")
print(f"Resulting error of rate: {s_R:.3f} nm/s ({100*s_R/R:.1f} %)")
print(f"Resulting error of delay: {s_t0:.2f} s")
print(f"Gradual onset: tau {tau:.2f} s, rate {R_g:.3f} nm/s")
print(f"Gradual onset, rate change: {100*(R_g/R-1):.2f} %")
print(f"Power law exponent: {power:.3f}")
for i, t in enumerate(check_times):
    print(f"Depth at {t:.0f} s, sharp delay: {line_d[i]:.1f} nm")
    print(f"Depth at {t:.0f} s, gradual onset: {ramp_d[i]:.1f} nm")
    print(f"Depth at {t:.0f} s, power law: {power_d[i]:.1f} nm")
print(f"Trench width: {width:.0f} nm, sticking {stick:.2f}")
print(f"Depth/width at {t2:.0f} s: {aspect2:.2f}")
print(f"Floor/mouth flux: law {flux_law:.4f}, numerical {flux_num:.4f}")
print(f"Trench fit: initial rate {R_open:.3f} nm/s, delay {t0_trench:.2f} s")
print(f"Trench fit, initial rate change: {100*(R_open/R-1):.1f} %")
print(f"Trench depth at {t_right:.0f} s: {trench_target:.1f} nm")
print(f"Warming {T_cold:.0f} to {T_warm:.0f} K, activation {E_act:.2f} eV")
print(f"Rate change from warming: {100*warming:.1f} %")
print("verified")
```

It prints:

```
Data: 180 nm at 60 s, 420 nm at 120 s
Steady rate: 4.000 nm/s = 240.0 nm/min
Delay: 15.00 s
Marched depths: 180.00 nm, 420.00 nm
Average at 60 s: 3.000 nm/s, error -25.0 %
Average at 120 s: 3.500 nm/s, error -12.5 %
Time for average error of 5 %: 300 s
Slope from runs at 10 s and 60 s: 3.60 nm/s
Target depth: 600 nm, correct time 165.0 s
Time from 60 s average: 200.0 s, overshoot 140.0 nm
Time from 120 s average: 171.4 s, overshoot 25.7 nm
Oxide: 2.0 nm, implied oxide rate 0.133 nm/s
Silicon/oxide rate ratio: 30
Delay if depth is from oxide top: 15.50 s
Reading error per depth: 5.0 nm
Resulting error of rate: 0.118 nm/s (2.9 %)
Resulting error of delay: 2.38 s
Gradual onset: tau 15.57 s, rate 4.022 nm/s
Gradual onset, rate change: 0.54 %
Power law exponent: 1.222
Depth at 30 s, sharp delay: 60.0 nm
Depth at 30 s, gradual onset: 67.1 nm
Depth at 30 s, power law: 77.1 nm
Depth at 90 s, sharp delay: 300.0 nm
Depth at 90 s, gradual onset: 299.5 nm
Depth at 90 s, power law: 295.5 nm
Trench width: 1000 nm, sticking 0.20
Depth/width at 120 s: 0.42
Floor/mouth flux: law 0.9597, numerical 0.9598
Trench fit: initial rate 4.120 nm/s, delay 15.92 s
Trench fit, initial rate change: 3.0 %
Trench depth at 165 s: 596.4 nm
Warming 330 to 340 K, activation 0.05 eV
Rate change from warming: 5.3 %
verified
```
